# Solder reflow as equivalent 85 °C storage for a hafnia capacitor

## Question

I have a ferroelectric hafnia memory capacitor that is written before it is soldered to the board. Its retention loss is described by an Arrhenius rate with a barrier of 1.2 eV. The reflow profile is a triangle: from 25 °C up to 260 °C at 2 K/s, then back down at 2 K/s. I want to state the damage as an equivalent storage time at 85 °C.

My attempt was to take the average temperature, 142.5 °C, and multiply the 235 s duration by the Arrhenius acceleration between 85 °C and 142.5 °C. That gives 0.59 days. I distrust it, because the rate changes enormously along the ramp, but I can't do the integral over temperature. I also don't know the attempt frequency, or whether the polarization decays exponentially. Can the question be answered without them?

## Answer

Yes, provided that one barrier governs the loss and that the rate separates into a temperature factor and a state factor. Your average temperature has to be replaced by an average of the rate.

### What "equivalent" means

Let \(p\) be the polarization still retained in the written state, as a fraction of its initial value. Assume

\[
\frac{dp}{dt}=-k(T)\,f(p),\qquad k(T)=\nu\,e^{-E/k_BT},
\]

with \(f>0\) during the decay and with \(E\) and \(\nu\) constant. Here \(T\) is the absolute temperature of the capacitor itself, which may lag behind the oven. Separating the variables and integrating over the profile gives

\[
\int_{p_{\rm end}}^{p_{\rm start}}\frac{dp}{f(p)}=\int k(T(t))\,dt .
\]

The left side grows steadily as \(p_{\rm end}\) falls, so two treatments with the same starting state end at the same \(p\) if their integrals of \(k\) are equal. For storage at \(T_s\) that integral is \(k(T_s)\,t_{\rm eq}\). Hence

\[
t_{\rm eq}=\int a(T(t))\,dt,\qquad
a(T)=\frac{k(T)}{k(T_s)}=\exp\!\left[\frac{E}{k_B}\left(\frac1{T_s}-\frac1T\right)\right].
\]

Both \(\nu\) and \(f\) have dropped out. Exponential decay is the case \(f=p\). A stretched exponential \(p=e^{-(kt)^n}\) at constant temperature also fits: since \(-\ln p=(kt)^n\), differentiation gives \(f=n\,p\,(-\ln p)^{(n-1)/n}\). Using this \(f\) during the ramp assumes that temperature merely speeds up or slows down the same decay.

As a test, I integrated three laws through your profile, starting from \(p=0.95\) with a rate of 0.010 per day at 85 °C. The final values were 0.4410 for \(f=p\), 0.5495 for \(f=p^2\), and 0.4158 for the stretched law with \(n=1/2\). Storage at 85 °C for the \(t_{\rm eq}\) derived below gave the same three values.

### Doing the integral

Call the ramp rate \(b\), the starting temperature \(T_0\) and the peak \(T_p\). On the way up \(dt=dT/b\). On the way down \(dt=-dT/b\), but the temperature limits are reversed too, so the contribution is the same. Therefore

\[
t_{\rm eq}=\frac{2}{b}\,e^{E/k_BT_s}\int_{T_0}^{T_p}e^{-E/k_BT}\,dT .
\]

For unequal ramp rates, replace \(2/b\) by \(1/b_{\rm up}+1/b_{\rm down}\).

Write \(\theta=E/k_B\) and integrate by parts from zero to \(T\). The derivative of \(e^{-\theta/T'}\) is \((\theta/T'^2)e^{-\theta/T'}\), so

\[
\int_0^T e^{-\theta/T'}dT'
=T e^{-\theta/T}-\theta\int_0^T\frac{e^{-\theta/T'}}{T'}\,dT' .
\]

In the last integral put \(y=\theta/T'\), for which \(dT'/T'=-dy/y\). The limits \(0\) and \(T\) become \(\infty\) and \(x=\theta/T\), and the minus sign reverses them:

\[
\int_0^T\frac{e^{-\theta/T'}}{T'}dT'=\int_x^\infty\frac{e^{-y}}{y}\,dy=E_1(x).
\]

Since \(\theta=xT\), the result is \(T[e^{-x}-xE_1(x)]\). The bracket is the next exponential integral. With the definition \(E_n(x)=\int_1^\infty e^{-xs}s^{-n}ds\), integration by parts gives

\[
E_2(x)=\left[-\frac{e^{-xs}}{s}\right]_1^\infty-x\int_1^\infty\frac{e^{-xs}}{s}\,ds
=e^{-x}-xE_1(x).
\]

Subtracting the integral up to \(T_0\) from that up to \(T_p\), we obtain

\[
\boxed{t_{\rm eq}=\frac2b\,e^{E/k_BT_s}\left[T_pE_2(x_p)-T_0E_2(x_0)\right]},
\qquad x=\frac{E}{k_BT}.
\]

A quick check is the limit \(E\to0\). Then \(E_2\to1\), and \(t_{\rm eq}\to2(T_p-T_0)/b\), which is the duration of the profile, as it must be when temperature has no effect.

### Your numbers

The temperatures are \(T_0=298.15\) K, \(T_p=533.15\) K and \(T_s=358.15\) K, and \(E/k_B=13925.4\) K. This gives \(x_p=26.119\) and \(x_s=38.882\). The term from \(T_0\) is \(3.7\times10^{-10}\) of the term from \(T_p\), so it can be dropped. With \(2/b=1\) s/K and \(E_2(x_p)=1.61671\times10^{-13}\),

\[
t_{\rm eq}=(1\ {\rm s/K})\,e^{38.882}\,(533.15\ {\rm K})\,(1.61671\times10^{-13})
=6.63\times10^6\ {\rm s}.
\]

**The reflow is equivalent to about 77 days, or 1840 hours, at 85 °C.** Direct quadrature of \(a(T(t))\) over time gives the same \(6.63\times10^6\) s.

### Why a few seconds matter so much

For large \(x\) the answer has a simple form. Integrating \(E_n\) by parts, this time integrating the exponential, gives

\[
E_n(x)=\frac{e^{-x}}x-\frac nx E_{n+1}(x).
\]

Using this for \(n=2,3,4\) in turn,

\[
E_2(x)=\frac{e^{-x}}x\left(1-\frac2x+\frac6{x^2}\right)-\frac{24}{x^3}E_5(x).
\]

Because \(0<E_5(x)<e^{-x}/x\), the error of the three-term form is less than \(24/x^3\) of the leading term. Now \(T_p/x_p=k_BT_p^2/E\equiv w\), and \(e^{x_s-x_p}=a(T_p)\), so

\[
t_{\rm eq}\simeq a(T_p)\,\frac{2w}{b}\left(1-\frac2{x_p}+\frac6{x_p^2}\right).
\]

The length \(w\) has a direct meaning. At a small distance \(u\) below the peak, \(1/T\simeq1/T_p+u/T_p^2\), so the rate falls as \(e^{-u/w}\). Here \(w=20.4\) K, and \(2w/b=20.4\) s. The bracket is 0.932, which reduces this to 19.0 s. The whole triangle therefore does the damage of a 19 s hold at 260 °C, where each second counts as \(a(T_p)=3.49\times10^5\) s at 85 °C:

\[
19.0\ {\rm s}\times3.49\times10^5=6.63\times10^6\ {\rm s}.
\]

The leading term alone would be 7.4% above the full result; the three-term form is 0.12% above it.

Half of the damage occurs within 12.9 K of the peak. The profile spends 12.9 s there out of 235 s, since it crosses that interval twice at 2 K/s.

This also explains your 0.59 days. A triangular profile spends equal time in equal temperature intervals, and

\[
\frac{d^2}{dT^2}e^{-\theta/T}=\frac{\theta(\theta-2T)}{T^4}\,e^{-\theta/T}
\]

is positive for \(T<\theta/2\), far above any temperature here. The average of a convex function exceeds its value at the average temperature. In this example it does so by a factor of 130.

### How well must the barrier be known?

With the lower limit dropped, and with \(dE_2/dx=-E_1\),

\[
\frac{d\ln t_{\rm eq}}{dE}
=\frac1{k_BT_s}-\frac1{k_BT_p}\frac{E_1(x_p)}{E_2(x_p)}
=\frac1{k_B}\left(\frac1{T_s}-\frac1{T_{\rm eff}}\right),
\qquad T_{\rm eff}=T_p\frac{E_2(x_p)}{E_1(x_p)} .
\]

Here \(1/T_{\rm eff}\) is the average of \(1/T\) weighted by damage, because differentiating \(\ln\int e^{-E/k_BT}dT\) with respect to \(E\) gives minus the weighted average of \(1/k_BT\). The value is \(T_{\rm eff}=515\) K, and the sensitivity is 9.86 per eV. An error of 0.1 eV thus changes the answer by a factor of about \(e^{0.986}=2.7\). The full formula gives 29 days for 1.1 eV and 206 days for 1.3 eV.

The peak temperature matters too. With the barrier, starting temperature and ramp rate held fixed, a peak of 255 °C gives 59 days and one of 265 °C gives 100 days.

### From equivalent time to lost polarization

This step does need a loss law and a measured time scale. Suppose the decay is exponential with a time constant \(\tau=50\) years at 85 °C, a value chosen for illustration. One reflow then costs

\[
1-e^{-t_{\rm eq}/\tau}=0.42\%
\]

of the polarization, and three passes cost 1.25%. Ten years at 85 °C would cost 18.1%. One pass uses 2.1% of that ten-year storage time.

The barrier alone does not fix \(\tau\). The chosen value implies \(\nu=e^{x_s}/\tau=4.9\times10^7\ {\rm s^{-1}}\). With a phonon-like \(10^{13}\ {\rm s^{-1}}\) and the same barrier, the time constant at 85 °C would be 2.1 hours. The equivalent time would still be 1840 hours, but that is now about 860 time constants, and with exponential decay essentially nothing would survive. A barrier of 1.2 eV is therefore no guarantee of surviving reflow.

### When the single-barrier model fails

**A spread of barriers.** Suppose different regions have barriers with a Gaussian spread of 0.05 eV about a median of 1.2 eV and share one \(\nu\), each region decays exponentially, and the median time constant at 85 °C is still 50 years. Matching the total loss then gives 40 days instead of 77, while the loss in one pass rises to 0.78%.

The reason can be seen at small loss. Each region loses an amount proportional to \(k_s(E)\,t_{\rm eq}(E)\), where \(k_s\) is its rate at 85 °C. The matching storage time is therefore the average of \(t_{\rm eq}(E)\) weighted by \(k_s(E)\). This weight favours low barriers, whose rates are accelerated less by heating. At vanishing loss this average is 39 days. As the weak regions are used up, the weights change, so the equivalent time depends on how much has already been lost: it is 46 days for a median time constant of 5 years (7% loss) and 84 days for 0.2 years (63% loss).

The same weighting lowers the Arrhenius slope that an experiment would see. At small loss it is \(E-\sigma^2/k_BT_s\approx1.12\) eV for a median \(E=1.2\) eV and spread \(\sigma=0.05\) eV. If your 1.2 eV is a measured slope rather than the median, the correction can change sign. Taking it as the slope of the time to reach 0.8% loss puts the median at 1.275 eV and gives 87 days; taking it at 5% or 50% loss gives 75 or 42 days. If \(\nu\) rises with the barrier, the weighting towards low barriers is weaker.

**The depolarization field.** A field \(F\) opposing the polarization \(P\) lowers the barrier, to first order in the field, by \(PVF\) for a nucleus of volume \(V\) whose polarization has fallen to zero at the top of the barrier. If the nucleus is already fully reversed there, the lowering is \(2PVF\). I use the first case. For 15 µC/cm², 0.3 MV/cm and 5 nm³ this is 0.14 eV. If 1.2 eV was measured with this field present, the field's weakening as \(p\) falls hardly matters for \(\tau=50\) years: the result is 77.0 days, because so little polarization is lost. With a much shorter \(\tau\) the loss is larger and the correction grows. If 1.2 eV is instead the zero-field barrier, the operative barrier is 1.06 eV and the answer drops to 19 days, with the field and the nucleus volume held constant. This is the first-order value: a tilted quartic double well gives 20 days, and a lowering of \(2PVF\) gives 5 days.

**A temperature-dependent barrier.** A linear fall, \(E(T)=E-cT\), multiplies the rate by the constant \(e^{c/k_B}\). It is absorbed in \(\nu\) and leaves \(t_{\rm eq}\) unchanged. Curvature is different. Take \(E(T)=A(1-T/T_C)^2\), with a Curie point \(T_C=800\) K. The measured Arrhenius slope is

\[
E(T)-T\frac{dE}{dT}=A\left(1-\frac{T^2}{T_C^2}\right).
\]

Setting it to 1.2 eV at 85 °C gives \(A=1.50\) eV and an equivalent time of 21 days. With \(\tau=50\) years, however, this requires a bare attempt rate of \(1.8\times10^{-3}\ {\rm s^{-1}}\), which is implausibly slow. I would treat this as an extreme case.

**The prefactor.** If \(\nu\propto T\), the slope becomes \(E+k_BT\). Keeping the measured slope at 1.2 eV at 85 °C gives 81 days. Keeping 1.2 eV in the exponent gives 110 days.

### Comparison with a real reflow

A real profile may also contain a preheat plateau and some dwell near the peak, which your triangle leaves out. A 20 s hold at 260 °C adds \(20\ {\rm s}\times3.49\times10^5\), or 81 days, and so roughly doubles your result to 157 days. Taking 90 s instead of 25 s to rise from 150 to 200 °C adds 2.8 days. The polarization, field and nucleus volume used above are illustrative. The field in particular depends strongly on the thickness and permittivity of any non-ferroelectric interface layer, so the 19 days found above is an example, not a prediction for a given stack. The Curie point varies with composition. The 1.2 eV barrier is your input, not a universal property of hafnia.

For a qualification estimate, I would integrate \(a(T)\) over the temperature recorded at the part, with a barrier measured on the same stack and, if possible, over a range that reaches towards the reflow peak. Imprint, the shift of the hysteresis loop along the field axis, may have a different barrier. It then needs its own equivalent time. The remaining figures are in the numerical output below.

## Values computed for the example and the checks

```
barrier: 1.20 eV; ramp: 2.0 K/s
start, peak, storage: 298.15, 533.15, 358.15 K
barrier / kB: 13925.4 K
profile duration: 235.0 s
x at start, peak, storage: 46.706, 26.119, 38.882
E2 at peak x: 1.61671e-13
acceleration at peak: 3.4885e+05
width kB Tp^2/E: 20.412 K
series bracket to second order: 0.93222
equivalent hold at peak: 19.006 s
lower limit / upper limit term: 3.69e-10
t_eq closed form: 6.63004e+06 s
t_eq time quadrature: 6.63004e+06 s
t_eq leading term: 7.12076e+06 s; series: 6.63813e+06 s
t_eq: 76.74 days = 1842 h
p, first order: reflow 0.4410224, storage 0.4410224
p, second order: reflow 0.5494512, storage 0.5494512
p, stretched exponent 1/2: reflow 0.4158233, storage 0.4158233
test laws: start p 0.95, rate 0.010 per day
damage-weighted temperature: 514.76 K
d ln t_eq / dE: 9.858 per eV
half the damage within: 12.87 K of peak
time within that depth: 12.87 s
mean temperature: 415.65 K; shortcut: 0.590 days
chosen time constant at 85 C: 50 years
implied prefactor: 4.875e+07 1/s
lifetime at 85 C for 1e13 1/s: 2.14 h
loss, one pass: 0.419 %; three: 1.253 %
loss, 10 years at 85 C: 18.13 %
t_eq share of 10 years: 2.10 %
added by 20 s peak hold: 80.75 days
added by 150-200 C in 90 s: 2.81 days
t_eq, peak -5 K: 58.84 days
t_eq, peak +5 K: 99.59 days
t_eq, barrier -0.1 eV: 28.73 days
t_eq, barrier +0.1 eV: 206.24 days
prefactor ~ T, exponent fixed: 110.42 days
prefactor ~ T, slope fixed: 81.41 days
barrier spread 0.05 eV: 40.31 days
loss with spread, one pass: 0.784 %
P 15 uC/cm2, field 0.3 MV/cm, nucleus 5 nm3
field energy P V F: 0.1404 eV
depolarization feedback: 76.96 days
1.2 eV as zero-field barrier: 19.35 days
softening, Curie point 800 K: 21.23 days
softening, barrier at 0 K: 1.501 eV; at 85 C: 0.458 eV
softening, bare attempt rate: 1.75e-03 1/s
barrier falling 0.5 meV/K: 76.74 days
```
